# Silicon's predicted melting temperature and a solid–liquid free-energy error: verification in Python

```python
"""Shift of a predicted melting temperature caused by a free-energy error.

Result under test: if the liquid-minus-solid Gibbs free energy per atom is
wrong by delta, the melting temperature moves by delta / (s k_B), where s k_B
is the melting entropy per atom. Corrections for a heat-capacity difference
c k_B and for a temperature-dependent error are tested as well.

Symbols: tau = k_B T in eV; g, s, c, h = liquid-minus-solid free energy (eV),
entropy (k_B), heat capacity (k_B) and energy (eV), all per atom.
The tests use two classical model phases, each atom in its own cell at zero
pressure. Momentum contributions are equal in both phases and cancel.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq

KB = boltzmann / charge                      # eV per kelvin
x = np.linspace(-4.0, 4.0, 4001)             # displacement, angstrom
dx = x[1] - x[0]


def phase(tau, offset, quadratic, quartic):
    """Free energy, entropy, heat capacity, energy from the Boltzmann weight."""
    u = 0.5 * quadratic * x**2 + quartic * x**4
    weight = np.exp(-u / tau)
    z = weight.sum() * dx
    mean = (u * weight).sum() * dx / z
    variance = ((u - mean)**2 * weight).sum() * dx / z
    return np.array([offset - 3 * tau * np.log(z),
                     3 * (np.log(z) + mean / tau),
                     3 * variance / tau**2,
                     offset + 3 * mean])


def difference(tau, liquid, solid):
    return phase(tau, *liquid) - phase(tau, *solid)


def melting_tau(liquid, solid):
    return brentq(lambda t: difference(t, liquid, solid)[0], 0.05, 0.4,
                  xtol=1e-15, rtol=1e-14)


def shift_constant_c(delta, tau0, s, c):
    """Shift of tau when the heat-capacity difference is constant."""
    def balance(t):
        return s * t + c * ((tau0 + t) * np.log(1 + t / tau0) - t) - delta
    return brentq(balance, -0.6 * tau0, tau0, xtol=1e-15, rtol=1e-14)


# Model phases: (energy offset eV, quadratic eV/A^2, quartic eV/A^4)
solid = (0.0, 8.0, 5.0)
liquid = (0.64, 0.0, 0.36)
tau_m = melting_tau(liquid, solid)
g_m, s_m, c_m, h_m = difference(tau_m, liquid, solid)

# Entropy from averages against the slope of the free energy; latent heat
step = 1e-4
slope = (difference(tau_m + step, liquid, solid)[0]
         - difference(tau_m - step, liquid, solid)[0]) / (2 * step)
assert abs(s_m + slope) < 1e-5
assert abs(h_m + tau_m * slope) < 1e-5


def model_shift(delta):
    """Raise the liquid by delta and locate the new melting point."""
    raised = (liquid[0] + delta,) + liquid[1:]
    return melting_tau(raised, solid) - tau_m


# Sign of the shift, and the exact integral of the entropy
for delta in (0.1, -0.1):
    t = model_shift(delta)
    assert t * delta > 0
    area = quad(lambda y: difference(y, liquid, solid)[1], tau_m, tau_m + t)[0]
    assert abs(area - delta) < 1e-9

# Remainders: second order for the linear law, third order with c included
linear_rest, quadratic_rest = [], []
for delta in (0.02, 0.01):
    t = model_shift(delta)
    first = delta / s_m
    second = -c_m * delta**2 / (2 * tau_m * s_m**3)
    linear_rest.append(t - first)
    quadratic_rest.append(t - first - second)
order_linear = np.log2(linear_rest[0] / linear_rest[1])
order_quadratic = np.log2(quadratic_rest[0] / quadratic_rest[1])
assert abs(order_linear - 2) < 0.1
assert abs(order_quadratic - 3) < 0.15

# Pure power-law wells have constant c: the closed equation must be exact
harmonic = (0.0, 8.0, 0.0)
tau_h = melting_tau(liquid, harmonic)
_, s_h, c_h, _ = difference(tau_h, liquid, harmonic)
for delta in (0.1, -0.1):
    raised = (liquid[0] + delta,) + liquid[1:]
    direct = melting_tau(raised, harmonic) - tau_h
    assert abs(direct - shift_constant_c(delta, tau_h, s_h, c_h)) < 1e-9

# Temperature-dependent error: an approximate liquid with other parameters
approx = (0.70, 0.0, 0.50)
tau_a = melting_tau(approx, solid)
error_true = phase(tau_m, *approx)[0] - phase(tau_m, *liquid)[0]
error_pred = phase(tau_a, *approx)[0] - phase(tau_a, *liquid)[0]
area_app = quad(lambda y: difference(y, approx, solid)[1], tau_m, tau_a)[0]
area_true = quad(lambda y: difference(y, liquid, solid)[1], tau_m, tau_a)[0]
assert abs(error_true - area_app) < 1e-9
assert abs(error_pred - area_true) < 1e-9
assert abs(error_true - error_pred) > 1e-3   # the distinction is real here

# Worked example
T0, s, delta = 1700.0, 3.6, 0.1
tau0 = KB * T0
dT = delta / (s * KB)
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"reference melting temperature (rough): {T0:.0f} K")
print(f"melting entropy: {s:.1f} k_B per atom = {s*KB:.4e} eV/K per atom")
print(f"free-energy error: {delta:.1f} eV per atom")
print(f"temperature shift: {dT:.1f} K (k_B times shift {KB*dT:.5f} eV)")
print(f"predicted melting, liquid too high: {T0+dT:.0f} K")
print(f"predicted melting, liquid too low: {T0-dT:.0f} K")
print(f"latent heat s k_B T0: {s*tau0:.4f} eV per atom")
print(f"relative shift: {100*dT/T0:.1f} percent")
for other in (3.5, 3.7):
    print(f"shift for entropy {other:.1f} k_B: {delta/(other*KB):.1f} K")
for c in (0.5, -0.5):
    for d in (delta, -delta):
        value = shift_constant_c(d, tau0, s, c) / KB
        print(f"shift, c = {c:+.1f} k_B, error {d:+.1f} eV: {value:+.1f} K")
second_K = -0.5 * delta**2 / (2 * tau0 * s**3) / KB
print(f"second-order term for c = +0.5 k_B: {second_K:.2f} K")
s_app = 3.0
dT_app = delta / (s_app * KB)
print(f"entropy of an imperfect method: {s_app:.1f} k_B per atom")
print(f"its shift, error 0.1 eV at true melting: {dT_app:.1f} K")
print(f"its error at predicted melting: {s*KB*dT_app:.3f} eV per atom")
atoms = 64
print(f"error per atom if 0.1 eV is for {atoms} atoms: {delta/atoms:.5f} eV")
print(f"shift in that case: {dT/atoms:.2f} K")
print(f"error allowed for 10 K accuracy: {s*KB*10:.5f} eV per atom")

# Numbers of the test model
print(f"model melting temperature: {tau_m/KB:.1f} K")
print(f"model melting entropy: {s_m:.3f} k_B per atom")
print(f"model heat-capacity difference: {c_m:.3f} k_B per atom")
for d in (delta, -delta):
    print(f"model shift for {d:+.1f} eV: direct {model_shift(d)/KB:+.1f} K, "
          f"linear law {d/(s_m*KB):+.1f} K")
print(f"order of remainder, linear law: {order_linear:.3f}")
print(f"order of remainder, with c term: {order_quadratic:.3f}")
print(f"approximate model shift: {(tau_a-tau_m)/KB:+.1f} K")
print(f"its error at true melting: {error_true:.4f} eV per atom")
print(f"its error at predicted melting: {error_pred:.4f} eV per atom")
print("all good")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
reference melting temperature (rough): 1700 K
melting entropy: 3.6 k_B per atom = 3.1022e-04 eV/K per atom
free-energy error: 0.1 eV per atom
temperature shift: 322.3 K (k_B times shift 0.02778 eV)
predicted melting, liquid too high: 2022 K
predicted melting, liquid too low: 1378 K
latent heat s k_B T0: 0.5274 eV per atom
relative shift: 19.0 percent
shift for entropy 3.5 k_B: 331.6 K
shift for entropy 3.7 k_B: 313.6 K
shift, c = +0.5 k_B, error +0.1 eV: +318.4 K
shift, c = +0.5 k_B, error -0.1 eV: -327.0 K
shift, c = -0.5 k_B, error +0.1 eV: +326.4 K
shift, c = -0.5 k_B, error -0.1 eV: -317.9 K
second-order term for c = +0.5 k_B: -4.24 K
entropy of an imperfect method: 3.0 k_B per atom
its shift, error 0.1 eV at true melting: 386.8 K
its error at predicted melting: 0.120 eV per atom
error per atom if 0.1 eV is for 64 atoms: 0.00156 eV
shift in that case: 5.04 K
error allowed for 10 K accuracy: 0.00310 eV per atom
model melting temperature: 1666.7 K
model melting entropy: 3.783 k_B per atom
model heat-capacity difference: -0.613 k_B per atom
model shift for +0.1 eV: direct +311.2 K, linear law +306.8 K
model shift for -0.1 eV: direct -302.0 K, linear law -306.8 K
order of remainder, linear law: 1.994
order of remainder, with c term: 2.991
approximate model shift: +317.9 K
its error at true melting: 0.0954 eV per atom
its error at predicted melting: 0.1021 eV per atom
all good
```
